# Matrix Elements of exp(−iQ·r) in the LAPW Basis

**Q:** You want the matrix element of $e^{-i\mathbf Q\cdot\mathbf r}$ between a Bloch state at $\mathbf k$ and one at $\mathbf k+\mathbf q$. These states extend over the whole crystal. Why should an integral over one cell be enough?

**A:** Because the integrand is periodic if $\mathbf Q$ is chosen suitably. Define

$$M_{mn}(\mathbf k,\mathbf Q)=\int_{\rm cell}\psi^*_{m\mathbf k}(\mathbf r)\,e^{-i\mathbf Q\cdot\mathbf r}\,\psi_{n,\mathbf k+\mathbf q}(\mathbf r)\,d^3r,\qquad \mathbf Q=\mathbf q+\mathbf G,$$

where $m,n$ are band indices, $\mathbf G$ is a reciprocal-lattice vector, and each state is normalized to one in a cell of volume $\Omega$. Shifting $\mathbf r$ by a lattice vector $\mathbf R$ multiplies the three factors by $e^{-i\mathbf k\cdot\mathbf R}$, $e^{-i(\mathbf q+\mathbf G)\cdot\mathbf R}$ and $e^{i(\mathbf k+\mathbf q)\cdot\mathbf R}$. Their product is $e^{-i\mathbf G\cdot\mathbf R}=1$, so every cell contributes equally. For any other $\mathbf Q$ allowed by the periodic boundary conditions of the whole crystal, the cell contributions carry phases that sum to zero.

**Q:** Which of these numbers do Wannier functions and dielectric matrices use?

**A:** For Wannier functions take $\mathbf G=0$. With $\psi_{n\mathbf k}=e^{i\mathbf k\cdot\mathbf r}u_{n\mathbf k}$ the exponentials cancel and $M_{mn}(\mathbf k,\mathbf q)=\langle u_{m\mathbf k}|u_{n,\mathbf k+\mathbf q}\rangle$, the overlap of periodic parts at neighbouring points.

For the dielectric matrix, apply a weak static potential $v\,e^{i(\mathbf q+\mathbf G')\cdot\mathbf r}$ plus its complex conjugate to independent electrons. The first term mixes into $\psi_{m\mathbf k}$ the states $\psi_{n,\mathbf k+\mathbf q}$, with first-order amplitudes

$$\frac{v\,\langle\psi_{n,\mathbf k+\mathbf q}|e^{i(\mathbf q+\mathbf G')\cdot\mathbf r}|\psi_{m\mathbf k}\rangle}{E_{m\mathbf k}-E_{n,\mathbf k+\mathbf q}}=\frac{v\,M^*_{mn}(\mathbf k,\mathbf q+\mathbf G')}{E_{m\mathbf k}-E_{n,\mathbf k+\mathbf q}}.$$

The density component at $\mathbf q+\mathbf G$ is read out with $e^{-i(\mathbf q+\mathbf G)\cdot\mathbf r}$, which supplies a factor $M_{mn}(\mathbf k,\mathbf q+\mathbf G)$. The numerator is therefore $M_{mn}(\mathbf k,\mathbf q+\mathbf G)\,M^*_{mn}(\mathbf k,\mathbf q+\mathbf G')$. The conjugate term of the potential gives a similar contribution through the states at $\mathbf k-\mathbf q$.

**Q:** In a plane-wave basis this would be a sum over coefficients. An LAPW function changes its form at the sphere boundary. What exactly is the function?

**A:** I take one-component, non-relativistic orbitals and non-overlapping spheres of radius $S_\alpha$ centred at $\boldsymbol\tau_\alpha$. Between the spheres the basis function with $\mathbf K=\mathbf k+\mathbf G_1$ is $\Omega^{-1/2}e^{i\mathbf K\cdot\mathbf r}$. Near a centre write $\mathbf r=\boldsymbol\tau+\mathbf s$, dropping $\alpha$ for the moment, and use the Rayleigh expansion

$$e^{i\mathbf K\cdot\mathbf r}=e^{i\mathbf K\cdot\boldsymbol\tau}\,4\pi\sum_{l\mu}i^l j_l(Ks)\,Y^*_{l\mu}(\hat{\mathbf K})\,Y_{l\mu}(\hat{\mathbf s}).$$

The harmonics are complex with the Condon–Shortley phase; I write $\mu$ for the magnetic number because $m$ labels bands. Inside the sphere each $j_l(Ks)$ with $l\le l_{\max}$ is replaced by $a_lu_l(s)+b_l\dot u_l(s)$, where $u_l$ solves the radial equation at a fixed energy and $\dot u_l$ is its energy derivative. Equality of value and slope at $S$ requires

$$a_lu_l(S)+b_l\dot u_l(S)=j_l(KS),\qquad a_lu_l'(S)+b_l\dot u_l'(S)=K\,j_l'(KS).$$

On the right, $j_l'$ is the derivative with respect to the argument, hence the factor $K$.

**Q:** What if the determinant of these two equations vanishes?

**A:** It cannot. Let $U$ be the potential plus $l(l+1)/2s^2$, and $\varepsilon$ the fixed energy. Then

$$-\frac{(s^2u')'}{2s^2}+(U-\varepsilon)u=0,\qquad -\frac{(s^2\dot u')'}{2s^2}+(U-\varepsilon)\dot u=u,$$

the second being the energy derivative of the first. Multiply the second by $s^2u$, the first by $s^2\dot u$, and subtract:

$$-\tfrac12\frac{d}{ds}\left[s^2(u\dot u'-\dot u u')\right]=s^2u^2.$$

Integrate from 0 to $S$ with $\int_0^S u^2s^2ds=1$. The bracket vanishes at the origin for regular solutions, so $u\dot u'-\dot u u'=-2/S^2$ at $S$. This is the determinant, and it is not zero.

**Q:** And the local orbitals?

**A:** They use a third radial function, the solution at a second energy, in the combination $a\,u_l+b\,\dot u_l+u_l^{(2)}$, with $a,b$ chosen so that value and slope vanish at $S$. The same determinant guarantees a solution. Call the three radial functions $f_{lp}$, $p=0,1,2$. The sphere coefficients of an augmented plane wave are

$$C_{l\mu p}(\mathbf K)=\frac{4\pi}{\sqrt\Omega}\,i^l e^{i\mathbf K\cdot\boldsymbol\tau}\,Y^*_{l\mu}(\hat{\mathbf K})\,(a_l,b_l,0)_p .$$

Those of a local orbital are proportional to $(a,b,1)_p$ for one pair $l\mu$, and it has no interstitial part. A constant phase given to a local orbital is compensated by its eigenvector component.

After diagonalization, $\psi_{m\mathbf k}$ has plane-wave coefficients $z_{\mathbf G_1}$ and total sphere coefficients $c^\alpha_{l\mu p}$, the eigenvector-weighted sum over all basis functions, local orbitals included. For $\psi_{n,\mathbf k+\mathbf q}$ I write $z'_{\mathbf G_2}$ and $c'^\alpha_{l'\mu'p'}$.

**Q:** Start between the spheres, then. The region has an awkward shape.

**A:** It is the cell minus the spheres, and both can be integrated. Let $\mathbf K_1=\mathbf k+\mathbf G_1$ and $\mathbf K_2=\mathbf k+\mathbf q+\mathbf G_2$. The exponents combine as

$$e^{-i\mathbf K_1\cdot\mathbf r}e^{-i\mathbf Q\cdot\mathbf r}e^{i\mathbf K_2\cdot\mathbf r}=e^{-i\mathbf P\cdot\mathbf r},\qquad \mathbf P=\mathbf K_1+\mathbf Q-\mathbf K_2=\mathbf G_1+\mathbf G-\mathbf G_2 .$$

Both $\mathbf k$ and $\mathbf q$ have dropped out. Over the full cell the integral is $\Omega\,\delta_{\mathbf P0}$. Over one sphere, the angular average of $e^{-i\mathbf P\cdot\mathbf s}$ is $\sin(Ps)/(Ps)$, so with $x=PS$

$$\int_{\rm sphere}e^{-i\mathbf P\cdot\mathbf r}d^3r=e^{-i\mathbf P\cdot\boldsymbol\tau}\frac{4\pi}{P}\int_0^S s\sin(Ps)\,ds=e^{-i\mathbf P\cdot\boldsymbol\tau}\frac{4\pi}{P^3}(\sin x-x\cos x).$$

Since $j_1(x)=\sin x/x^2-\cos x/x$, the bracket is $x^2j_1(x)$, and $x^2/P^3=S^3/x$. Hence

$$\Theta(\mathbf P)\equiv\frac1\Omega\int_{\rm inter}e^{-i\mathbf P\cdot\mathbf r}d^3r=\delta_{\mathbf P0}-\sum_\alpha\frac{4\pi S_\alpha^3}{\Omega}\frac{j_1(PS_\alpha)}{PS_\alpha}e^{-i\mathbf P\cdot\boldsymbol\tau_\alpha}.$$

At $\mathbf P=0$ the ratio $j_1(x)/x$ is $1/3$, and $\Theta(0)$ is the interstitial fraction of the volume. Overlapping spheres would be subtracted twice where they overlap, which is why they are excluded. The interstitial contribution is

$$M^{\rm I}_{mn}=\sum_{\mathbf G_1\mathbf G_2}z^*_{\mathbf G_1}\,\Theta(\mathbf G_1+\mathbf G-\mathbf G_2)\,z'_{\mathbf G_2}.$$

**Q:** Now the spheres. The operator is not spherical, so it must couple different angular momenta.

**A:** It does. Apply the Rayleigh expansion with $\mathbf K=-\mathbf Q$. Since $Y_{L\lambda}(-\hat{\mathbf Q})=(-1)^LY_{L\lambda}(\hat{\mathbf Q})$ and $i^L(-1)^L=(-i)^L$,

$$e^{-i\mathbf Q\cdot\mathbf r}=e^{-i\mathbf Q\cdot\boldsymbol\tau}\,4\pi\sum_{L\lambda}(-i)^Lj_L(Qs)\,Y^*_{L\lambda}(\hat{\mathbf Q})\,Y_{L\lambda}(\hat{\mathbf s}).$$

Put this between $f_{lp}Y^*_{l\mu}$ and $f_{l'p'}Y_{l'\mu'}$; the radial functions are real. With $d^3s=s^2ds\,d\Omega_s$ each term splits into a radial integral and a Gaunt number,

$$R^L_{lp,l'p'}(Q)=\int_0^S f_{lp}\,j_L(Qs)\,f_{l'p'}\,s^2ds,\qquad \mathcal G^{L\lambda}_{l\mu,l'\mu'}=\int Y^*_{l\mu}Y_{L\lambda}Y_{l'\mu'}\,d\Omega_s .$$

The operator in sphere $\alpha$ is therefore the matrix

$$W^\alpha_{l\mu p,l'\mu'p'}(\mathbf Q)=4\pi e^{-i\mathbf Q\cdot\boldsymbol\tau_\alpha}\sum_{L\lambda}(-i)^LY^*_{L\lambda}(\hat{\mathbf Q})\,R^L_{lp,l'p'}(Q)\,\mathcal G^{L\lambda}_{l\mu,l'\mu'} ,$$

where $R^L$ is computed with the radial functions of that sphere. The complete element is

$$M_{mn}(\mathbf k,\mathbf Q)=M^{\rm I}_{mn}+\sum_\alpha\sum_{l\mu p}\sum_{l'\mu'p'}c^{\alpha*}_{l\mu p}\,W^\alpha_{l\mu p,l'\mu'p'}(\mathbf Q)\,c'^{\alpha}_{l'\mu'p'} .$$

The matrix $W^\alpha$ depends neither on $\mathbf k$ nor on the bands, so it is built once for each $\mathbf Q$.

**Q:** You have an infinite sum over $L$. Where do you cut it?

**A:** The Gaunt numbers end it. The azimuthal integral of $e^{i(-\mu+\lambda+\mu')\phi}$ vanishes unless $\lambda=\mu-\mu'$. Inversion multiplies the integrand by $(-1)^{l+L+l'}$, so $l+L+l'$ must be even. The product $Y^*_{l\mu}Y_{l'\mu'}$ combines angular momenta $l$ and $l'$, and contains harmonics with $|l-l'|\le L\le l+l'$ only. As $l,l'\le l_{\max}$, no term with $L>2l_{\max}$ survives. Stopping there is not an approximation for the given functions. The truncation at $l_{\max}$ is one in the functions themselves: components of the plane wave with $l>l_{\max}$ are missing inside the sphere, so continuity at $S$ holds only for the components kept.

**Q:** The phase $e^{-i\mathbf Q\cdot\boldsymbol\tau}$ worries me. The coefficients already contain phases with $\boldsymbol\tau$. Is it counted twice?

**A:** Collect the phases for two augmented plane waves: $e^{-i\mathbf K_1\cdot\boldsymbol\tau}$ from the conjugated left function, $e^{-i\mathbf Q\cdot\boldsymbol\tau}$ from the operator, $e^{i\mathbf K_2\cdot\boldsymbol\tau}$ from the right function. The product is $e^{-i\mathbf P\cdot\boldsymbol\tau}$, the phase found in $\Theta$. An empty lattice shows why they must agree. If the functions inside were the plane waves themselves, with all $l$ kept, the sphere term would be $\Omega^{-1}\int_{\rm sphere}e^{-i\mathbf P\cdot\mathbf r}d^3r$. That is the term subtracted in $\Theta$, and the sum would be $\delta_{\mathbf P0}$, as for plane waves in the full cell. Without the operator's phase this cancellation would fail for $\mathbf Q\cdot\boldsymbol\tau$ not a multiple of $2\pi$.

**Q:** What happens at $\mathbf Q=0$?

**A:** Then $j_L(0)=\delta_{L0}$. With $Y_{00}=1/\sqrt{4\pi}$ the Gaunt number is $\delta_{ll'}\delta_{\mu\mu'}/\sqrt{4\pi}$, and the prefactor $4\pi\cdot(1/\sqrt{4\pi})\cdot(1/\sqrt{4\pi})$ equals one. What remains is the overlap matrix of the LAPW eigenvalue problem, so $M_{mn}=\delta_{mn}$.

**Q:** My code stores states only for wavevectors in the first Brillouin zone. Often $\mathbf k+\mathbf q$ lies outside.

**A:** Use the stored state at $\mathbf k'=\mathbf k+\mathbf q-\mathbf G_0$, but leave $\mathbf Q$ in the exponential unchanged. The states at $\mathbf k'$ and $\mathbf k+\mathbf q$ are the same up to a phase, or a unitary mixture in a degenerate level, provided the basis contains the same set of vectors $\mathbf K_2$. The form $\mathbf P=\mathbf K_1+\mathbf Q-\mathbf K_2$ then needs no change; with $\mathbf K_2=\mathbf k'+\mathbf G_2$ it reads $\mathbf P=\mathbf G_1+\mathbf G+\mathbf G_0-\mathbf G_2$. Replacing $\mathbf q$ by $\mathbf k'-\mathbf k$ in the exponential would instead give the element for $\mathbf Q-\mathbf G_0$, a different quantity.

**Q:** Phases from a diagonalization are arbitrary. What can I compare between two calculations?

**A:** If $\psi_{m\mathbf k}$ acquires $e^{i\alpha}$ and $\psi_{n,\mathbf k+\mathbf q}$ acquires $e^{i\beta}$, then $M_{mn}$ acquires $e^{i(\beta-\alpha)}$. Its modulus is invariant for nondegenerate bands, and so is the product $M_{mn}(\mathbf k,\mathbf q)M^*_{mn}(\mathbf k,\mathbf q+\mathbf G)$, phase included. To compare that phase, both calculations must use the same origin: moving all atoms by $\mathbf d$ multiplies the product by $e^{i\mathbf G\cdot\mathbf d}$. For a group of bands separated from the others, unitary mixing at each point turns the block $M$ into $U^\dagger MV$, which leaves its singular values unchanged. For Wannier functions the complex elements are needed, so the same stored state at each point must enter all overlaps with its neighbours.

**Q:** Is there a limit in which I can predict an off-diagonal element without this machinery?

**A:** Small $\mathbf q$, with $\mathbf G=0$. For a local potential $V$ the periodic part $u_{n\mathbf k}$ is an eigenfunction of $H_{\mathbf k}=\frac12(\mathbf p+\mathbf k)^2+V$, and

$$H_{\mathbf k+\mathbf q}=H_{\mathbf k}+\mathbf q\cdot(\mathbf p+\mathbf k)+\tfrac12q^2 .$$

The last term is a constant and mixes nothing. First-order perturbation theory gives the component of $u_{n,\mathbf k+\mathbf q}$ along $u_{m\mathbf k}$. Since $(\mathbf p+\mathbf k)u_{n\mathbf k}=e^{-i\mathbf k\cdot\mathbf r}\mathbf p\,\psi_{n\mathbf k}$,

$$M_{mn}(\mathbf k,\mathbf q)\simeq\frac{\mathbf q\cdot\mathbf p_{mn}}{E_{n\mathbf k}-E_{m\mathbf k}},\qquad \mathbf p_{mn}=\langle\psi_{m\mathbf k}|\mathbf p|\psi_{n\mathbf k}\rangle,\quad m\ne n,$$

up to the arbitrary phase. This needs $|\mathbf q\cdot\mathbf p_{jn}|$ small compared with $|E_{n\mathbf k}-E_{j\mathbf k}|$ for every band $j\ne n$, not only for $j=m$. The usable range of $\mathbf q$ therefore shrinks when band $n$ comes close to any band it couples to, even if $m$ is far away in energy. This condition is necessary but not sufficient, because the second-order terms must also be small compared with the first-order one. That requires $|\mathbf q\cdot(\mathbf p_{mm}-\mathbf p_{nn})|$, the change of the gap itself, to be small compared with $|E_{n\mathbf k}-E_{m\mathbf k}|$. It also requires the paths through third bands, $(\mathbf q\cdot\mathbf p_{mj})(\mathbf q\cdot\mathbf p_{jn})/(E_{n\mathbf k}-E_{j\mathbf k})$, to be small compared with $\mathbf q\cdot\mathbf p_{mn}$. In the model below, at $|\mathbf q|=0.351$ bohr$^{-1}$ the formula gives $0.1973\times0.351=0.069$ for $|M_{12}|$, twice the actual $0.0339$. The formula is derived for exact eigenstates. LAPW states obey it within their basis error if the basis contains the same vectors $\mathbf G_1$ at both points. A cutoff on $|\mathbf K|$ applied afresh at $\mathbf k+\mathbf q$ can add or drop a plane wave. While the two sets differ, the element has an error that does not shrink in proportion to $|\mathbf q|$, so dividing by a small $|\mathbf q|$ magnifies it. This error disappears once $\mathbf q$ is too small to carry any vector across the cutoff.

**Q:** Show me numbers, on a case where a wrong phase would be noticed.

**A:** Take a model crystal: a cubic cell of side $a=6$ bohr with two spherical wells $-V_0(1-s^2/S^2)^2$ and zero potential between them. Well 1 has $V_0=3$ hartree, $S=2.0$ bohr and sits at the origin. Well 2 has $V_0=2$ hartree, $S=2.2$ bohr and sits at $(0.5,0.45,0.55)a$. No electron interaction is included. The LAPW basis has $l_{\max}=8$, $|\mathbf K|<3.6$ bohr$^{-1}$ and local orbitals for $l\le2$; the first and second radial energies are $-0.3$ and $0.8$ hartree for $l=0$, and $0.4$ and $1.2$ hartree for $l>0$. The plane-wave comparison below uses $|\mathbf K|<6.5$ bohr$^{-1}$. In units of $2\pi/a$, $\mathbf k=(0.13,0.21,0.34)$, $\mathbf q=(0.25,0.10,0.20)$ and $\mathbf G=(1,0,0)$. Then $|\mathbf q|=0.351$ and $|\mathbf q+\mathbf G|=1.330$ bohr$^{-1}$.

First, one entry of $W$ by hand: well 1, from $l'=1,\mu'=0$ to $l=0$, both with $p=0$. Only $L=1,\lambda=0$ contributes. The Gaunt number is $1/\sqrt{4\pi}=0.2821$, the radial integral is $0.06202$, and $\hat q_z=0.20/\sqrt{0.25^2+0.10^2+0.20^2}=0.5963$. With $Y_{10}=\sqrt{3/4\pi}\,\hat q_z$ the constants combine to $\sqrt3\,\hat q_z$:

$$W=-i\,\sqrt3\times0.5963\times0.06202=-0.064\,i .$$

For the lowest band, with the phase chosen so that the total is real, the real parts are

$$M_{11}(\mathbf q)=0.0405\ (\text{inter})+0.9295\ (\text{sphere 1})+0.0006\ (\text{sphere 2})=0.9706 .$$

By the Cauchy–Schwarz inequality a sphere's contribution cannot exceed $\sqrt{w\,w'}$, where $w,w'\le1$ are the weights of the two states in it. Each weight in sphere 1 is therefore at least $0.9295^2=0.864$: the lowest band is concentrated in the deeper well.

**Q:** That shows the parts add up. It does not show that they are right.

**A:** Two comparisons address that. The program integrates the same LAPW functions directly in three dimensions, and the largest difference from the formula is $2\times10^{-15}$. It also solves the same one-electron problem in plane waves alone, without spheres or Gaunt numbers:

| quantity | LAPW | plane waves |
|---|---|---|
| $\lvert M_{12}(\mathbf q)\rvert$ | 0.0339 | 0.0339 |
| $\lvert M_{14}(\mathbf q)\rvert$ | 0.1727 | 0.1728 |
| $\lvert M_{11}(\mathbf q+\mathbf G)\rvert$ | 0.68165 | 0.68134 |
| $\lvert M_{22}(\mathbf q+\mathbf G)\rvert$ | 0.5672 | 0.5672 |

The product that enters the dielectric matrix, $M_{13}(\mathbf q)M^*_{13}(\mathbf q+\mathbf G)$, is $0.00634-0.00642i$ from LAPW and $0.00634-0.00644i$ from plane waves, so the relative phase agrees as well.

**Q:** There is still a difference of $3\times10^{-4}$ in one modulus. Is that the formula?

**A:** No, since the quadrature of the same functions agrees to rounding. It comes from the states, and here from the LAPW basis: raising the plane-wave cutoff from 6.5 to 7.3 bohr$^{-1}$ leaves the plane-wave $|M_{11}(\mathbf q+\mathbf G)|$ unchanged to six decimals. The lowest energy at $\mathbf k$ differs too, $-0.7335$ against $-0.7337$ hartree, while the second is $-0.36438$ hartree in both.

**Q:** What do the elements between the two lowest bands tell a Wannier calculation?

**A:** Their block has moduli $0.9706$, $0.0339$, $0.0546$, $0.9518$ and singular values $0.9764$ and $0.9481$. The squares of either set sum to $1.852$. If the two-band space, in its periodic parts, were the same at $\mathbf k$ and $\mathbf k+\mathbf q$, the sum would be 2. The missing $0.148$ is the weight of $e^{i\mathbf q\cdot\mathbf r}\psi_{1\mathbf k}$ and $e^{i\mathbf q\cdot\mathbf r}\psi_{2\mathbf k}$ in higher bands at $\mathbf k+\mathbf q$. For a complete set $\sum_n|M_{1n}|^2=1$. The finite LAPW basis gives $0.99999$, because it does not represent $e^{i\mathbf q\cdot\mathbf r}\psi_{1\mathbf k}$ perfectly.

**Q:** And the small-$q$ limit?

**A:** Take $|\mathbf q|=0.01$ bohr$^{-1}$ along the same direction and keep the reciprocal-lattice vectors of the basis at $\mathbf k$ for the shifted points too. Averaged over $\pm\mathbf q$ to remove the next order, $|M_{12}|/q=0.1972$ bohr. The momentum formula with plane-wave states gives $0.1973$ bohr.

**Q:** Here $2l_{\max}=16$. Must I really carry $L$ that far?

**A:** Not at these wavevectors. For small argument $j_L(x)\simeq x^L/(2L+1)!!$, so high $L$ is suppressed once $L$ exceeds $QS$ sufficiently. At $\mathbf q+\mathbf G$ the larger sphere has $QS=1.330\times2.2=2.9$. Measured against the full sum, the largest absolute error among the elements of the four lowest bands is $0.20$ when only $L=0$ is kept, $0.07$ up to $L=1$, $0.002$ up to $L=2$, $5\times10^{-5}$ up to $L=4$ and $10^{-9}$ up to $L=8$. Larger $\mathbf G$ in a dielectric matrix raises $QS$, and the cut must be raised with it; $2l_{\max}$ is the safe choice.

## Numbers as computed

```
cell side 6.0 bohr, volume 216.0 bohr^3
well 1: S 2.0 bohr, depth 3.0 hartree, tau/a [0. 0. 0.]
well 2: S 2.2 bohr, depth 2.0 hartree, tau/a [0.5  0.45 0.55]
k in 2pi/a: [0.13 0.21 0.34]  q in 2pi/a: [0.25 0.1  0.2 ]
G in 2pi/a: [1 0 0]
|q| = 0.35124, |q+G| = 1.32978 1/bohr
l_max 8, L up to 16, K cutoff 3.6 1/bohr, LO for l <= 2
basis size at k 193, at k+q 184
plane-wave reference: cutoff 6.5 1/bohr, 1004 waves at k
E(k) LAPW, hartree:   [-0.73346 -0.36438  0.16473  0.20596]
E(k) plane waves:     [-0.73367 -0.36438  0.16468  0.2059 ]
E(k+q) LAPW, hartree: [-0.72891 -0.34918  0.16586  0.17511]
E(k+q) plane waves:   [-0.72912 -0.34919  0.1658   0.17504]
Gaunt (l m;L M;l' m')=(0 0;1 0;1 0): 0.282095
radial integral well 1, u_0 j_1(qs) u_1: 0.062015
M_11(q), total made real, interstitial: 0.04046 -0.00004i
M_11(q), total made real, sphere 1: 0.92953 -0.00016i
M_11(q), total made real, sphere 2: 0.00058 +0.00020i
|M_1n(q)|, n=1..4, LAPW:        [0.97057 0.03386 0.06762 0.17272]
|M_1n(q)|, n=1..4, plane waves: [0.97056 0.03386 0.06766 0.17276]
|M_1n(q+G)|, n=1..4, LAPW:        [0.68165 0.00614 0.13343 0.2039 ]
|M_1n(q+G)|, n=1..4, plane waves: [0.68134 0.00614 0.13353 0.20415]
|M_2n(q)|, n=1..4, LAPW:        [0.05457 0.95182 0.08405 0.20906]
|M_2n(q)|, n=1..4, plane waves: [0.05457 0.95182 0.08411 0.20899]
|M_2n(q+G)|, n=1..4, LAPW:        [0.05759 0.56724 0.07241 0.15343]
|M_2n(q+G)|, n=1..4, plane waves: [0.05756 0.56721 0.07248 0.15335]
singular values, bands 1-2, LAPW:        [0.97637 0.94806]
singular values, bands 1-2, plane waves: [0.97635 0.94806]
M_13(q) M_13*(q+G) LAPW:        0.006337-0.006424j
M_13(q) M_13*(q+G) plane waves: 0.006339-0.006439j
small-q step 0.01 1/bohr; |M_12|/q: 0.19718 bohr
|p_12|/(E_2-E_1) along q: 0.19727 bohr
largest small-q deviation / largest slope: 1.3e-03
sum over all n of |M_1n(q)|^2: 0.999992
L sum cut at 0: largest error of M(q+G) 2.0e-01
L sum cut at 1: largest error of M(q+G) 7.1e-02
L sum cut at 2: largest error of M(q+G) 1.8e-03
L sum cut at 4: largest error of M(q+G) 5.1e-05
L sum cut at 8: largest error of M(q+G) 9.3e-10
largest error against 3D quadrature: 1.9e-15
largest error at Q=0: 1.1e-15, on folding: 1.1e-14
largest LAPW - plane-wave energy difference: 2.1e-04 hartree
largest difference of |M|: 3.1e-04, of products: 3.1e-04
```
